# Lepage-Brodsky spinors and their matrix elements between different momenta

**Question**

I need the matrix elements \(\bar u(p,\lambda')\,\Gamma\,u(q,\lambda)\) for \(\Gamma=\gamma^+,\gamma^-,\gamma^1,\gamma^2\) and the identity, sorted into those that keep the helicity and those that flip it. The two momenta differ, and the mass \(m\) is the same on both sides.

I started from the usual spinors \((\not p+m)u_{\rm rest}/\sqrt{E+m}\), with \(u_{\rm rest}\) an eigenstate of spin along \(z\). Every structure then mixes up and down. As a trial I took \(m=1\) GeV, a final momentum with \(p^+=4\) GeV, \(p_\perp=(1,2)\) GeV, and an initial one with \(q^+=1\) GeV, \(q_\perp=(3,-1)\) GeV. Even \(\gamma^+\) gave an up-to-down element of \(-2.54+1.76\,i\) GeV.

I was told to use Lepage-Brodsky spinors instead. How are they constructed, what does "helicity" mean for them, and what are the matrix elements?

**Answer**

Your number is right for your spinors. The two sets of spinors solve the same Dirac equation but label the spin differently, and the label decides what counts as a flip.

**Conventions.** I use \(\hbar=c=1\), metric \((+,-,-,-)\), and \(a^\pm=a^0\pm a^3\), so that

\[
a\cdot b=\tfrac12(a^+b^-+a^-b^+)-a_\perp\!\cdot b_\perp .
\]

Also \(\gamma^\pm=\gamma^0\pm\gamma^3\), \(\beta=\gamma^0\), \(\alpha^i=\gamma^0\gamma^i\), in the Dirac representation: \(\beta=\mathrm{diag}(1,1,-1,-1)\), \(\alpha^i\) has \(\sigma^i\) in both off-diagonal blocks, and \(\Sigma^i\) has \(\sigma^i\) in both diagonal blocks. Both momenta are on shell with positive energy and \(p^+,q^+>0\).

**1. Half of the spinor is free**

Define the projectors \(\Lambda_\pm=\tfrac12(1\pm\alpha^3)\), write \(u_\pm=\Lambda_\pm u\), and set

\[
B_p=\beta m+\alpha_\perp\!\cdot p_\perp .
\]

Both \(\beta\) and \(\alpha_\perp\) anticommute with \(\alpha^3\), so \(\Lambda_\mp B_p=B_p\Lambda_\pm\): the operator \(B_p\) exchanges the two subspaces. The Dirac equation is \((B_p+\alpha^3p^3)u=Eu\). Projecting it with \(\Lambda_-\) and \(\Lambda_+\) gives

\[
B_pu_+-p^3u_-=Eu_-\ \Rightarrow\ p^+u_-=B_pu_+,
\qquad
B_pu_-+p^3u_+=Eu_+\ \Rightarrow\ p^-u_+=B_pu_- .
\]

The first equation fixes \(u_-\) once \(u_+\) is chosen. Inserting it in the second gives \(p^+p^-u_+=B_p^2u_+\). The cross terms in \(B_p^2\) cancel by anticommutation, so \(B_p^2=m^2+p_\perp^2\), and the second equation is just the mass-shell condition. The two components of \(u_+\) are therefore free.

For them choose a basis that does not depend on momentum:

\[
\chi_\uparrow=\tfrac1{\sqrt2}(1,0,1,0),\qquad
\chi_\downarrow=\tfrac1{\sqrt2}(0,1,0,-1).
\]

Direct multiplication confirms \(\alpha^3\chi_\lambda=\chi_\lambda\) and \(\Sigma^3\chi_\lambda=\lambda\chi_\lambda\), with \(\lambda=\pm1\) for up and down. Setting \(u_+=\sqrt{p^+}\,\chi_\lambda\) gives the Lepage-Brodsky spinor

\[
u(p,\lambda)=\frac{1}{\sqrt{p^+}}\left(p^++\beta m+\alpha_\perp\!\cdot p_\perp\right)\chi_\lambda .
\]

For the normalization, note that an operator that exchanges the subspaces has no element between two \(\chi\)'s. In \(\bar u(p,\lambda')u(p,\lambda)=\chi_{\lambda'}^\dagger(p^++B_p)\beta(p^++B_p)\chi_\lambda/p^+\), the terms \(\beta\) and \(B_p\beta B_p\) are of that kind. What remains is \(\chi_{\lambda'}^\dagger(\beta B_p+B_p\beta)\chi_\lambda=2m\,\delta_{\lambda'\lambda}\), so \(\bar uu=2m\).

With \(p_R=p^1+ip^2\) and \(p_L=p^1-ip^2\), the components are

\[
u(p,\uparrow)=\frac{(p^++m,\;p_R,\;p^+-m,\;p_R)}{\sqrt{2p^+}},\qquad
u(p,\downarrow)=\frac{(-p_L,\;p^++m,\;p_L,\;m-p^+)}{\sqrt{2p^+}} .
\]

**2. What the label means**

At rest \(p^+=m\) and \(p_\perp=0\), so \(u=\sqrt m(1+\beta)\chi_\lambda\). This is \(\sqrt{2m}\,(1,0,0,0)\) or \(\sqrt{2m}\,(0,1,0,0)\), an ordinary state of spin along \(z\). Two boosts take it to momentum \(p\).

The longitudinal boost is \(e^{\omega\alpha^3/2}\). It multiplies \(u_+\) by \(e^{\omega/2}\) and \(u_-\) by \(e^{-\omega/2}\). The relation \(u_-=B_ku_+/k^+\) then holds with \(k^+\) replaced by \(e^\omega k^+\) and \(k_\perp\) unchanged.

The transverse boost is \(e^N\) with \(N=\alpha_\perp\!\cdot v_\perp\Lambda_+\). Since \(\alpha^i\Lambda_+=\tfrac12\alpha^i+\tfrac12\alpha^i\alpha^3\), it combines an ordinary boost with a rotation. Moving \(\Lambda_+\) through \(\alpha_\perp\) gives \(N^2=(\alpha_\perp\!\cdot v_\perp)^2\Lambda_-\Lambda_+=0\), so \(e^N=1+N\). It leaves \(u_+\) alone and changes the other half to

\[
u_-'=\left(\frac{B_k}{k^+}+\alpha_\perp\!\cdot v_\perp\right)u_+=\frac{B_{k'}}{k^+}u_+,
\qquad k'^+=k^+,\quad k'_\perp=k_\perp+k^+v_\perp .
\]

Choosing \(e^\omega=p^+/m\) and then \(v_\perp=p_\perp/p^+\) carries the rest spinor to \(u(p,\lambda)\). Neither step mixes \(\chi_\uparrow\) with \(\chi_\downarrow\). So \(\lambda\) is the light-front helicity: the sign of the spin along \(z\) in the rest frame reached by undoing these boosts. It is not, in general, the spin projection on the momentum; section 6 gives the difference.

**3. Reducing the matrix elements**

Because \(B_p\) is Hermitian,

\[
\sqrt{p^+q^+}\;\bar u(p,\lambda')\Gamma u(q,\lambda)
=\chi_{\lambda'}^\dagger\,(p^++B_p)\,\gamma^0\Gamma\,(q^++B_q)\,\chi_\lambda .
\]

Two identities are needed. For transverse indices, with \(\epsilon^{12}=1\), the Pauli algebra gives

\[
\alpha^i\alpha^j=\delta^{ij}+i\epsilon^{ij}\Sigma^3 .
\]

For the flips, acting on the explicit columns gives \(\gamma^1\chi_\uparrow=\chi_\downarrow\), \(\gamma^2\chi_\uparrow=i\chi_\downarrow\), \(\gamma^1\chi_\downarrow=-\chi_\uparrow\), \(\gamma^2\chi_\downarrow=i\chi_\uparrow\). With \(a_\lambda=a^1+i\lambda a^2\) and \(\gamma_\perp\!\cdot a_\perp=\gamma^1a^1+\gamma^2a^2\), these four relations are

\[
\gamma_\perp\!\cdot a_\perp\,\chi_\lambda=\lambda\,a_\lambda\,\chi_{-\lambda}.
\]

*Plus.* Here \(\gamma^0\gamma^+=1+\alpha^3=2\Lambda_+\). This removes \(B_q\chi_\lambda\) on the right and \(B_p\chi_{\lambda'}\) on the left, leaving \(2p^+q^+\delta_{\lambda'\lambda}\).

*Minus.* Here \(\gamma^0\gamma^-=2\Lambda_-\), which keeps just the dependent halves, \(2B_pB_q\). Using \(\alpha_\perp\beta=-\beta\alpha_\perp\) and \(\beta\alpha^i=\gamma^i\),

\[
\begin{aligned}
B_pB_q&=m^2+m\beta\,\alpha_\perp\!\cdot q_\perp+m\,\alpha_\perp\!\cdot p_\perp\,\beta+(\alpha_\perp\!\cdot p_\perp)(\alpha_\perp\!\cdot q_\perp)\\
&=m^2+p_\perp\!\cdot q_\perp+i\Sigma^3\,p\times q+m\,\gamma_\perp\!\cdot(q_\perp-p_\perp),
\end{aligned}
\]

where \(p\times q=p^1q^2-p^2q^1\). The last term flips the label; the others keep it.

*Transverse.* Now \(\gamma^0\gamma^i=\alpha^i\) exchanges the subspaces, so it must be paired with one factor \(B\): the operator is \(p^+\alpha^iB_q+q^+B_p\alpha^i\). Its parts are

\[
\alpha^iB_q=-m\gamma^i+q^i+i\epsilon^{ij}q^j\Sigma^3,\qquad
B_p\alpha^i=m\gamma^i+p^i-i\epsilon^{ij}p^j\Sigma^3 .
\]

The minus sign in the second comes from \(\epsilon^{ji}=-\epsilon^{ij}\). The flip part is \(m(q^+-p^+)\gamma^i\).

*Identity.* Now \(\gamma^0\Gamma=\beta\) also exchanges the subspaces, and the operator is \(p^+\beta B_q+q^+B_p\beta\), with

\[
\beta B_q=m+\gamma_\perp\!\cdot q_\perp,\qquad B_p\beta=m-\gamma_\perp\!\cdot p_\perp .
\]

**4. The table**

The entries are \(\sqrt{p^+q^+}\,\bar u(p,\lambda')\Gamma u(q,\lambda)\); divide by \(\sqrt{p^+q^+}\) to get the element. The symbol \(\lambda\) is the initial label, also in the flip column.

| \(\Gamma\) | kept, \(\lambda'=\lambda\) | flipped, \(\lambda'=-\lambda\) |
|---|---|---|
| \(\gamma^+\) | \(2p^+q^+\) | \(0\) |
| \(\gamma^-\) | \(2(m^2+p_\perp\!\cdot q_\perp+i\lambda\,p\times q)\) | \(2m\lambda(q_\lambda-p_\lambda)\) |
| \(\gamma^i\) | \(p^+(q^i+i\lambda\epsilon^{ij}q^j)+q^+(p^i-i\lambda\epsilon^{ij}p^j)\) | \(m\lambda(q^+-p^+)(\delta^{i1}+i\lambda\delta^{i2})\) |
| \(1\) | \(m(p^++q^+)\) | \(\lambda(p^+q_\lambda-q^+p_\lambda)\) |

The phases of the flip entries belong to the chosen phases of \(\chi_\lambda\). Replacing \(\chi_\lambda\) by \(e^{i\theta_\lambda}\chi_\lambda\) multiplies a flip element by \(e^{i(\theta_\lambda-\theta_{-\lambda})}\) and leaves its modulus alone.

**5. Limits**

*Equal momenta.* For \(q=p\) every flip entry vanishes and the \(\epsilon^{ij}\) terms cancel. After division by \(p^+\), the kept elements are \(2p^+\), \(2(m^2+p_\perp^2)/p^+=2p^-\), \(2p^i\) and \(2m\). These are the expected \(\bar u\gamma^\mu u=2p^\mu\) and \(\bar uu=2m\).

*Zero mass.* The flip entries of \(\gamma^-\) and \(\gamma^i\) vanish, and so does the kept entry of the identity. The reason is chirality. The matrix \(\gamma_5\) exchanges the upper and lower pairs of components, so \(\gamma_5\chi_\lambda=\lambda\chi_\lambda\). It commutes with \(\alpha_\perp\), hence \(\gamma_5u=\lambda u\) at \(m=0\). A vector vertex connects equal chiralities and the identity connects opposite ones. A scalar vertex thus flips the label even without a mass, in proportion to \(p^+q_\lambda-q^+p_\lambda\). That combination is unchanged when both momenta are shifted by \(k_\perp\to k_\perp+k^+v_\perp\), as it must be for a scalar between labels that the boost preserves.

*Where the formulas fail.* A massive particle has \(E>|p^3|\), so \(p^+>0\) is automatic. A massless particle moving along \(-z\) has \(p^+=0\), and the division that fixed \(u_-\) is then not allowed. With unequal masses, \(B_p\) and \(B_q\) contain different \(m\), and the terms of section 3 that contain \(m\) must be redone. The \(\gamma^+\) elements contain none and stay as they are.

**6. Light-front and ordinary helicity**

To find the mean of \(\Sigma\cdot\mathbf p/|\mathbf p|\) in \(u(p,\lambda)\), use \(\Sigma^i=\gamma_5\alpha^i\) and \(\boldsymbol\alpha\cdot\mathbf p\,u=(E-\beta m)u\):

\[
u^\dagger\Sigma\cdot\mathbf p\,u=E\,u^\dagger\gamma_5u-m\,u^\dagger\gamma_5\beta u .
\]

The matrix \(\gamma_5\beta\) is anti-Hermitian, so its mean is imaginary. The other two terms are real, so the last term is zero. Next, \(\gamma_5\) commutes with \(\alpha_\perp\) and anticommutes with \(\beta\), which gives

\[
B_p\gamma_5B_p=B_p(-\beta m+\alpha_\perp\!\cdot p_\perp)\gamma_5
=(p_\perp^2-m^2+2m\,\gamma_\perp\!\cdot p_\perp)\gamma_5 .
\]

The \(\gamma_\perp\) term flips the label and has no mean. Hence \(u^\dagger\gamma_5u=\lambda\,[p^++(p_\perp^2-m^2)/p^+]\). Similarly \(u^\dagger u=p^++B_p^2/p^+=p^++p^-=2E\). The ratio is

\[
\langle h\rangle=\lambda\,\frac{(p^+)^2+p_\perp^2-m^2}{2p^+|\mathbf p|} .
\]

At \(m=0\), \((p^+)^2+p_\perp^2=p^+(p^++p^-)=2p^+|\mathbf p|\), and the two helicities agree. At \(p_\perp=0\) the formula gives \(\lambda p^3/|\mathbf p|\): a massive particle moving along \(-z\) has ordinary helicity \(-\lambda\), since the light-front label stays tied to the \(z\) axis.

**7. Why your \(\gamma^+\) flips**

Your spinors are \(u_c=\big((E+m)\varphi,\ \boldsymbol\sigma\cdot\mathbf p\,\varphi\big)/\sqrt{E+m}\), with \(\varphi\) a two-component spin state. For upper and lower parts \(U,L\), the matrix \(1+\alpha^3\) gives

\[
\bar u_c\gamma^+u_c'=(U+\sigma^3L)^\dagger(U'+\sigma^3L').
\]

With \(\boldsymbol\sigma\cdot\mathbf p\,\varphi_\uparrow=p^3\varphi_\uparrow+p_R\varphi_\downarrow\) and \(\boldsymbol\sigma\cdot\mathbf p\,\varphi_\downarrow=p_L\varphi_\uparrow-p^3\varphi_\downarrow\), the combination \(U+\sigma^3L\) is

\[
\uparrow:\ \frac{(p^++m)\varphi_\uparrow-p_R\varphi_\downarrow}{\sqrt{E+m}},\qquad
\downarrow:\ \frac{(p^++m)\varphi_\downarrow+p_L\varphi_\uparrow}{\sqrt{E+m}} .
\]

The free half of your spinor is thus rotated by an amount that depends on the momentum. The rotation is set by \(p_\perp/(p^++m)\), so two momenta for which this ratio differs have different rotations. The overlap of initial up with final down, which vanishes only when the ratios are equal, is

\[
\bar u_c(p,\downarrow)\gamma^+u_c(q,\uparrow)=\frac{p_R(q^++m)-q_R(p^++m)}{\sqrt{(E_p+m)(E_q+m)}} .
\]

In the Lepage-Brodsky basis the free half is \(\sqrt{p^+}\chi_\lambda\) at every momentum, so this overlap is zero. The absence of a \(\gamma^+\) flip is a property of the spin basis as well as of the matrix.

**8. Your momenta, worked out**

The mass-shell condition gives \(p^-=(1+5)/4=1.5\) GeV and \(q^-=(1+10)/1=11\) GeV. The energies are \(E_p=2.75\) GeV and \(E_q=6\) GeV. The canonical flip is then

\[
\frac{2(1+2i)-5(3-i)}{\sqrt{3.75\times7}}=\frac{-13+9i}{\sqrt{26.25}}=-2.54+1.76\,i\ \text{GeV},
\]

which is your result.

For the table, \(\sqrt{p^+q^+}=2\) GeV, \(p_\perp\!\cdot q_\perp=3-2=1\) GeV², \(p\times q=-1-6=-7\) GeV², and \(q_\perp-p_\perp=(2,-3)\) GeV. Starting from up, in GeV:

- \(\gamma^+\): kept \(2\cdot4\cdot1/2=4\); flipped \(0\).
- \(\gamma^-\): kept \(2(1+1-7i)/2=2-7i\); flipped \(2(2-3i)/2=2-3i\).
- \(\gamma^1\): kept \([4(3-i)+(1-2i)]/2=6.5-3i\); flipped \((1-4)/2=-1.5\).
- \(\gamma^2\): kept \([4(-1-3i)+(2+i)]/2=-1-5.5i\); flipped \(i(1-4)/2=-1.5i\).
- Identity: kept \((4+1)/2=2.5\); flipped \([4(3-i)-(1+2i)]/2=5.5-3i\).

Starting from down, the kept elements are the complex conjugates. The flipped ones are minus the complex conjugates, because \(\lambda\) changes sign both in front and inside \(a_\lambda\). For example, the identity gives \(-5.5-3i\).

The scalar flip has modulus \(\sqrt{5.5^2+3^2}\approx6.3\) GeV, larger than the kept \(2.5\) GeV. The kept part contains the mass as a factor, while the flip contains \(p^+q_\perp-q^+p_\perp=(11,-6)\) GeV², which is large here. "Flip" does not mean "small".

**Two checks.** The Dirac equation gives \(\bar u(p)(\not p-\not q)u(q)=(m-m)\bar u(p)u(q)=0\), so the current must have zero contraction with \(k=p-q\). Here \(k^+=3\), \(k^-=-9.5\), \(k_\perp=(-2,3)\) GeV. For up to up, in GeV²,

\[
\tfrac12\big[3(2-7i)-9.5\cdot4\big]-\big[-2(6.5-3i)+3(-1-5.5i)\big]
=(-16-10.5i)-(-16-10.5i)=0 .
\]

For up to down, \(\tfrac12\cdot3(2-3i)-[-2(-1.5)+3(-1.5i)]=0\) as well. This check ties the relative signs of the vector entries together.

The second check does not depend on the spin basis. The spin sum is \(\sum_\lambda u\bar u=\not p+m\): both sides multiply each \(u(p,\lambda)\) by \(2m\) and annihilate the solutions of \((\not p+m)v=0\), for which \(\bar uv=0\). Therefore

\[
\sum_{\lambda\lambda'}|\bar u(p,\lambda')u(q,\lambda)|^2=\mathrm{Tr}\,[(\not p+m)(\not q+m)]=4(p\cdot q+m^2).
\]

With \(p\cdot q=\tfrac12(4\cdot11+1.5\cdot1)-1=21.75\) GeV², the right side is \(91\) GeV². The table gives \(2(2.5)^2+2(5.5^2+3^2)=12.5+78.5=91\) GeV².

Finally, \(\langle h\rangle\) for the two up spinors is \(0.976\) at \(p\) and \(0.845\) at \(q\). Neither is a state of definite ordinary helicity, although each has definite light-front helicity.

The numerical output below lists all twenty elements. They were computed from rest spinors boosted with matrix exponentials. In 40 random pairs of momenta with random masses, the largest difference from the table was about \(6\times10^{-15}\) GeV, which is rounding error.

## Table of computed values

```
random momentum pairs tested: 40
largest |direct - table| in them: 5.8e-15 GeV
mass m = 1.0000 GeV
p: plus, x, y = 4.0000, 1.0000, 2.0000 GeV
p: minus, E, z = 1.5000, 2.7500, 1.2500 GeV
q: plus, x, y = 1.0000, 3.0000, -1.0000 GeV
q: minus, E, z = 11.0000, 6.0000, -5.0000 GeV
u(p,up) [GeV^1/2]: +1.7678 +0.0000i, +0.3536 +0.7071i, +1.0607 +0.0000i, +0.3536 +0.7071i
u(p,down) [GeV^1/2]: -0.3536 +0.7071i, +1.7678 +0.0000i, +0.3536 -0.7071i, -1.0607 +0.0000i
u(q,up) [GeV^1/2]: +1.4142 +0.0000i, +2.1213 -0.7071i, +0.0000 +0.0000i, +2.1213 -0.7071i
u(q,down) [GeV^1/2]: -2.1213 -0.7071i, +1.4142 +0.0000i, +2.1213 +0.7071i, +0.0000 +0.0000i
elements ubar(p,final) G u(q,initial), in GeV:
gamma^+, up -> up: +4.0000 +0.0000i
gamma^+, down -> down: +4.0000 +0.0000i
gamma^+, up -> down: +0.0000 +0.0000i
gamma^+, down -> up: +0.0000 +0.0000i
gamma^-, up -> up: +2.0000 -7.0000i
gamma^-, down -> down: +2.0000 +7.0000i
gamma^-, up -> down: +2.0000 -3.0000i
gamma^-, down -> up: -2.0000 -3.0000i
gamma^1, up -> up: +6.5000 -3.0000i
gamma^1, down -> down: +6.5000 +3.0000i
gamma^1, up -> down: -1.5000 +0.0000i
gamma^1, down -> up: +1.5000 +0.0000i
gamma^2, up -> up: -1.0000 -5.5000i
gamma^2, down -> down: -1.0000 +5.5000i
gamma^2, up -> down: +0.0000 -1.5000i
gamma^2, down -> up: +0.0000 -1.5000i
identity, up -> up: +2.5000 +0.0000i
identity, down -> down: +2.5000 +0.0000i
identity, up -> down: +5.5000 -3.0000i
identity, down -> up: -5.5000 -3.0000i
p.q = 21.7500 GeV^2
4(p.q + m^2) = 91.0000 GeV^2
sum of |element|^2, gamma^+: 32.0000 GeV^2
sum of |element|^2, gamma^-: 132.0000 GeV^2
sum of |element|^2, gamma^1: 107.0000 GeV^2
sum of |element|^2, gamma^2: 67.0000 GeV^2
sum of |element|^2, identity: 91.0000 GeV^2
largest |(p-q).current| = 1.2e-14 GeV^2
mean ordinary helicity of u(p,up) = 0.9759 (no unit)
mean ordinary helicity of u(q,up) = 0.8452 (no unit)
canonical spinors, gamma^+, up -> down: -2.5373 +1.7566i GeV
```
